# Frequency rise of a quartz crystal when its resist dissolves

**Problem.** A quartz crystal microbalance follows the development of a resist. The bare AT-cut crystal oscillates in its fundamental thickness-shear mode at $f_0=5$ MHz. One face carries a uniform resist film of thickness $h=50$ nm and density $\rho=1.2$ g/cm³. The film covers the whole active area and moves rigidly with the surface. The developer removes it completely, and the crystal is read dry before and after. By how much does the frequency change, and in which direction? Take $\rho_q=2.648$ g/cm³ for the density of quartz and $\mu_q=29.47$ GPa for its shear modulus.

## A tempting solution

The crystal is an oscillator, and an oscillator of stiffness $K$ and mass $M$ has the frequency $f=(1/2\pi)\sqrt{K/M}$. At fixed stiffness, a small added mass $\Delta M$ changes it by

$$\frac{\Delta f}{f}=-\frac12\,\frac{\Delta M}{M}.$$

Per unit area, the film has the mass

$$m=\rho h=(1.2\ \text{g/cm}^3)(50\times10^{-7}\ \text{cm})=6.0\times10^{-6}\ \text{g/cm}^2=6.0\ \mu\text{g/cm}^2 .$$

The plate is half a shear wavelength thick, which makes it 333.6 µm thick and gives it a mass per area $m_q=88338$ µg/cm². The ratio is $m/m_q=6.792\times10^{-5}$, so removing the film should raise the frequency by

$$\tfrac12\,(6.792\times10^{-5})(5\times10^{6}\ \text{Hz})\approx170\ \text{Hz}.$$

The sign is right and the masses are right, but the number is wrong.

## Where it fails

The fault is the choice $M=m_q$. The formula for $K/M$ describes a body that moves as a whole, and the plate does not. Its two faces slide in opposite directions, and its mid-plane stands still.

Let $x$ run through the plate from the uncoated face at $x=0$ to the coated face at $x=h_q$. In the fundamental mode the displacement, parallel to the faces, is

$$u(x,t)=U\cos\!\left(\frac{\pi x}{h_q}\right)\cos\omega t .$$

The largest kinetic energy per area during a cycle is

$$T_q=\frac12\rho_q\omega^2U^2\int_0^{h_q}\cos^2\!\left(\frac{\pi x}{h_q}\right)dx=\frac12\left(\frac{m_q}{2}\right)\omega^2U^2,$$

because $\cos^2$ averages to one half over the plate and $\rho_qh_q=m_q$. The film sits on the face, where the amplitude is the full $U$, so its kinetic energy is $\tfrac12m\,\omega^2U^2$. If the motion is described by the amplitude at the face, the plate counts with the effective mass $m_q/2$ and the film with its whole mass. The oscillator formula then gives

$$\frac{\Delta f}{f_0}=-\frac12\,\frac{m}{m_q/2}=-\frac{m}{m_q},$$

twice the tempting result.

The 170 Hz does answer a different question. If the mass $m$ were spread evenly through the plate, at fixed thickness and shear modulus, the density would rise by the fraction $m/m_q$. Since $f_0\propto\rho_q^{-1/2}$ at fixed $h_q$ and $\mu_q$, the frequency would fall by half that fraction. At the other extreme, a thin mass placed at the mid-plane would do nothing to this mode: the mode has no displacement there, so the mass never has to be accelerated. A numerical solution of the plate with 1% of its mass added at the mid-plane shows no shift to within 0.01 Hz.

The energy argument assumed that the film leaves the shape of the mode unchanged. The following solution does not need that assumption.

## The right solution

**The bare plate.** Inside the quartz the shear displacement obeys

$$\rho_q\frac{\partial^2u}{\partial t^2}=\mu_q\frac{\partial^2u}{\partial x^2}.$$

For motion at angular frequency $\omega=2\pi f$, the spatial part is a combination of $\cos kx$ and $\sin kx$, with $k=\omega/v_q$ and $v_q=\sqrt{\mu_q/\rho_q}$. The face at $x=0$ is free, so the shear stress $\mu_q\,\partial u/\partial x$ vanishes there. This removes the sine and leaves $u(x)=U\cos kx$.

If the second face is also free, $-\mu_qkU\sin kh_q=0$. The lowest solution with $k>0$ is $kh_q=\pi$, and therefore

$$f_0=\frac{v_q}{2h_q}.$$

It is convenient to define the shear impedance $Z_q=\rho_qv_q=\sqrt{\rho_q\mu_q}$. The mass per area of the plate becomes

$$m_q=\rho_qh_q=\frac{\rho_qv_q}{2f_0}=\frac{Z_q}{2f_0}.$$

**The coated plate.** The stress $\mu_q\,\partial u/\partial x$ at $x=h_q$ is the force per area that the film exerts on the quartz. By Newton's third law the quartz exerts the opposite force on the film. The film moves with the surface and has the acceleration $-\omega^2u$, so

$$-\mu_q u'(h_q)=-\omega^2m\,u(h_q)\quad\Longrightarrow\quad \mu_qu'(h_q)=\omega^2m\,u(h_q).$$

Inserting $u=U\cos kx$ gives

$$-\mu_qk\sin kh_q=\omega^2m\cos kh_q .$$

Now $\mu_qk=\omega\mu_q/v_q=\omega Z_q$. Dividing by $\omega Z_q\cos kh_q$, which is not zero near $kh_q=\pi$, leads to

$$\tan kh_q=-\frac{\omega m}{Z_q}.$$

Since $kh_q=2\pi fh_q/v_q=\pi f/f_0$, the frequency equation for a rigid film is

$$\tan\!\left(\frac{\pi f}{f_0}\right)=-\frac{2\pi fm}{Z_q}.$$

**The small-mass limit.** Write $f=f_0(1+\delta)$ and $r=m/m_q=2f_0m/Z_q$. The tangent has period $\pi$, so the left side is $\tan\pi\delta$. The right side is $-\pi(1+\delta)r$. For small $r$ the shift $\delta$ is small too; with $\tan\pi\delta\approx\pi\delta$ and $1+\delta\approx1$, the result is $\delta=-r$. In terms of frequency,

$$\Delta f_{\text{adding}}=-\frac{m}{m_q}f_0=-\frac{2f_0^2}{Z_q}\,m .$$

This is the Sauerbrey relation. Removing the film undoes the shift:

$$\boxed{\Delta f_{\text{removal}}=+\frac{2f_0^2}{\sqrt{\rho_q\mu_q}}\,\rho h}$$

**Numbers.** In centimetre-gram-second units the modulus is $\mu_q=2.947\times10^{11}$ g/(cm s²), and

$$Z_q=\sqrt{(2.648)(2.947\times10^{11})}\ \frac{\text{g}}{\text{cm}^2\,\text{s}}=8.834\times10^{5}\ \frac{\text{g}}{\text{cm}^2\,\text{s}} .$$

The sensitivity to mass is

$$\frac{2f_0^2}{Z_q}=\frac{2(5\times10^6\ \text{Hz})^2}{8.834\times10^5\ \text{g cm}^{-2}\text{s}^{-1}}=5.660\times10^{7}\ \frac{\text{Hz cm}^2}{\text{g}}=56.60\ \frac{\text{Hz cm}^2}{\mu\text{g}} .$$

The frequency therefore rises by

$$\Delta f_{\text{removal}}=(56.60)(6.0)\ \text{Hz}\approx340\ \text{Hz}.$$

Each nanometre of this resist is worth 6.8 Hz. If a dry reading after development falls short of the expected rise by that amount, and the initial thickness is known, about 1 nm of film is left. Equally, an error of 1 nm in the initial thickness changes the predicted rise by 6.8 Hz, or 2% of it.

The factor $f_0^2$ has two origins. A crystal of higher frequency is thinner, so the same film is a larger fraction of its mass, and that fraction is then multiplied by a higher frequency. The same film on a 10 MHz crystal would give four times the shift.

## How small the mass must be

The next order shows the error of the linear law. The correction to $\tan\pi\delta\approx\pi\delta$ is of third order, so through second order the frequency equation reads

$$\delta=-(1+\delta)r\quad\Longrightarrow\quad\delta=-\frac{r}{1+r}\approx-r+r^2 .$$

The magnitude of the true shift is $r(1-r)$, and the Sauerbrey relation overestimates it by the relative amount $r$. For the resist this is $6.8\times10^{-5}$, or 0.023 Hz in 340 Hz. This is the error within the purely elastic plate treated here. A real crystal is piezoelectric, with a squared coupling coefficient $k_{\text{em}}^2\approx0.008$, and at series resonance this enlarges the shift by a relative amount of about $8k_{\text{em}}^2/\pi^2\approx0.6\%$, or 2 Hz. Digits beyond 340 Hz describe the model, not a real microbalance.

A much heavier film makes the effect visible. For $r=0.01$ the linear law predicts a drop of 50000 Hz, while a numerical solution of the shear-wave problem with that mass on the surface gives 49489 Hz. The linear law is too large by 1.03%, close to the predicted 1%.

For a very large rigid mass the linear law fails altogether, since it gives a negative frequency once $m>m_q$. The frequency equation behaves properly: as $m\to\infty$ its right side tends to $-\infty$, so $\pi f/f_0$ approaches $\pi/2$ from above and $f\to f_0/2$. The loaded face is then held still by the inertia of the mass, and the plate is a quarter wavelength thick.

A real film also has a finite stiffness. Treating the resist as an elastic layer with a rough glassy shear modulus of 1 GPa gives a numerical rise of 339.58 Hz. The model treats the dry crystal as in vacuum; the viscous load of air, about 3 Hz per face, cancels between two dry readings. The frequency equation for a rigid film gives the same value to these digits, so for this film in air rigidity is a very good assumption.

## A second case: readings in the developer

Development takes place in a liquid, which also loads the crystal. Suppose that it touches the coated side and has the density $\rho_l$ and viscosity $\eta$. With the time factor $e^{i\omega t}$, the velocity $w$ of the liquid parallel to the surface obeys

$$i\omega\rho_lw=\eta w''.$$

The solution that decays away from the surface is proportional to $e^{-\kappa y}$, where $y$ is the distance into the liquid and

$$\kappa=\sqrt{\frac{i\omega\rho_l}{\eta}}=\frac{1+i}{d},\qquad d=\sqrt{\frac{2\eta}{\rho_l\omega}},$$

because $(1+i)^2=2i$. The surface velocity is $i\omega u$, so the liquid exerts the stress $\eta w'=-i\omega\eta\kappa u$ on the surface. Comparing this with the stress $\omega^2mu$ exerted by a rigid film, we see that the liquid acts as the complex mass per area

$$m_l=-\frac{i\eta\kappa}{\omega}=\frac{\eta(1-i)}{\omega d}=\frac{\rho_ld}{2}(1-i),$$

where the last step uses $\eta=\rho_l\omega d^2/2$. The imaginary part describes damping. The real part lowers the frequency as a rigid liquid layer of thickness $d/2$ would. To leading order,

$$\Delta f_l=-\frac{2f_0^2}{Z_q}\,\frac{\rho_ld}{2}=-\frac{f_0^2}{Z_q}\sqrt{\frac{\rho_l\eta}{\pi f_0}}=-f_0^{3/2}\sqrt{\frac{\rho_l\eta}{\pi\rho_q\mu_q}} .$$

For a water-like developer with the rough values 1.0 g/cm³ and 1.0 mPa s, this is $-714$ Hz. The liquid load is about twice that of the resist. What follows depends on when the crystal is read.

- **Both readings wet.** A rigid film passes the surface motion on to the liquid unchanged. To first order the two loads add, and the liquid load cancels in the difference. The numerical solution with the glassy film gives a rise of 339.5 Hz.
- **Dry before, wet after.** The film's removal contributes $+339.6$ Hz and the liquid $-714.1$ Hz. The reading falls by 374.5 Hz although mass has left the crystal. This takes the dry reading in vacuum; in air the wetted face also loses its air load of about 3 Hz, and the fall is about 371 Hz.

Even between two wet readings the liquid must stay the same. Since $\Delta f_l\propto\sqrt\eta$ at fixed density, a viscosity 2% lower, roughly the effect of warming water by 1 K, raises the frequency by 7 Hz. That would be mistaken for the loss of about 1 nm of resist.

## When the film is no longer rigid

A developer can soften a resist before it dissolves. Let the film have a complex shear modulus $G$, whose imaginary part describes loss. The drag of the liquid now shears the film. To leading order in its thickness, the stress through the film is the liquid stress $-i\omega\eta\kappa u$, and the outer surface moves by

$$u_{\text{out}}=u\left(1-\frac{i\omega\eta\kappa h}{G}\right).$$

The liquid responds to $u_{\text{out}}$ instead of $u$. Its stress changes by

$$(-i\omega\eta\kappa)^2\frac{h}{G}\,u=-\frac{\omega^2\eta^2\kappa^2h}{G}\,u=-\frac{i\omega^3\eta\rho_lh}{G}\,u,$$

where $\kappa^2=i\omega\rho_l/\eta$ was used. Dividing by $\omega^2u$ turns this into an extra mass, and dividing again by $\rho h$ compares it with the film:

$$\frac{\Delta m}{m}=-\frac{i\omega\eta\rho_l}{\rho G}.$$

For a lossless film $G$ is real and the term is imaginary: at this order it changes the damping and leaves the frequency alone. For a film as soft as 0.1 MPa the next order in the thickness is not small, however: a lossless 50 nm film of that modulus gives a rise about 5% above the Sauerbrey value. Whether softening lowers or raises the reading therefore depends on how lossy the film is. For a lossy gel with $G=G_0(1+i)$, we have $-i/(1+i)=-(1+i)/2$, and the apparent mass falls by the fraction $\omega\eta\rho_l/(2\rho G_0)$. With $G_0=0.1$ MPa this is 13%.

The numerical solution keeps the higher-order terms. At unchanged film mass and thickness it gives a rise of 292 Hz on removal, 14% below the Sauerbrey value. Someone who applied the rigid-film formula to that reading would infer a film 14% too thin.

## Beside a real development run

A 5 MHz AT-cut crystal about a third of a millimetre thick is an ordinary microbalance crystal, and 50 nm is a realistic thickness for a high-resolution resist. The density and the glassy modulus are rough polymer values, and the liquid values are roughly those of a dilute aqueous developer. The gel modulus of 0.1 MPa is a deliberately soft choice, far below that of a glassy resist.

In a wet measurement, the departing mass need not be that of the dry resist alone. If the film has absorbed developer equal to 10% of its own mass, and this liquid moves rigidly with it and leaves with it, the rise is larger by 34 Hz. Softening acts in the opposite direction in the gel example, so a wet reading near 340 Hz does not by itself prove that the film stayed dry and rigid. Two dry readings avoid both effects, provided that no developer remains in the film or on the crystal. A patterned or uneven film also breaks the assumption of uniform coverage, and this one-dimensional model cannot size that error.

The values used here are listed in the numerical output below.

## Table of computed values

```
Bare crystal frequency: 5.0 MHz
Quartz density: 2.648 g/cm3
Quartz shear modulus: 29.47 GPa
Quartz shear impedance Zq: 8.8338e+05 g/(cm2 s)
Quartz shear wave speed: 3336.0 m/s
Quartz plate thickness: 333.60 um
Quartz mass per area: 88338.3 ug/cm2
Film thickness: 50.0 nm
Film density: 1.20 g/cm3
Film mass per area: 6.000 ug/cm2
Film-to-quartz mass ratio: 6.7921e-05
Mass sensitivity: 56.60 Hz cm2/ug
Sauerbrey rise on removal: 339.60 Hz
Rise, rigid-film frequency equation: 339.58 Hz
Sauerbrey minus frequency equation: 0.023 Hz
Glassy film shear modulus: 1.0 GPa
Rise, elastic film in air, Ritz: 339.58 Hz
1% mass load, linear drop: 50000.0 Hz
1% mass load, Ritz drop: 49489.2 Hz
1% mass load, excess of linear law: 1.03 %
1% mass at mid-plane, size of shift: 0.00 Hz
Developer density: 1.0 g/cm3
Developer viscosity: 1.0 mPa s
Liquid load shift, formula: -714.1 Hz
Liquid load shift, Ritz: -714.1 Hz
Rise, both readings in liquid, Ritz: 339.51 Hz
Change, dry coated to wet bare: -374.5 Hz
Shift for 2% lower viscosity: 7.2 Hz
Soft film storage modulus: 0.1 MPa
Soft film loss modulus: 0.1 MPa
Rise, soft film in liquid, Ritz: 292.2 Hz
Soft film, departure from Sauerbrey: -14.0 %
Change of rise per nm of thickness: 6.79 Hz
Extra rise for 10% absorbed mass: 34.0 Hz
```
